Radial functions needed at high angular momentum, and false decay exponents

**1. Definitions and conventions**

Take a two-electron atom of nuclear charge Z in its singlet ground state. Lengths are in a0/Z. The zeroth-order Hamiltonian is a sum of two hydrogenic ones, and 1/r12 is the perturbation. The second-order energy is then independent of Z and is given in hartree. It is one coefficient of the 1/Z expansion, not the whole correlation energy of helium.

The occupied radial function is u0(r) = 2r e^(−r), with energy −1/2 in scaled units, and ρ(r) = u0². Write

1/r12 = Σ v_l P_l(cos θ12), v_l = r<^l / r>^(l+1)

Ψ1 = Σ u_l(r1,r2) P_l(cos θ12)/(4π r1 r2).

The first-order equation separates in l:

(h1 + h2 + 1) u_l = −v_l u0(r1)u0(r2), h = −½∂r² + l(l+1)/(2r²) − 1/r.

Since the angular average of P_l² is 1/(2l+1), the increment is

E_l = (1/2L) ∫∫ v_l u0(r1)u0(r2) u_l dr1 dr2, L = l + ½.

This holds for l ≥ 1; for l = 0 the reference state must be projected out. "n radial functions" means that both electrons of the l-th component are confined to the same n one-electron functions. The best n functions give the lowest second-order energy. The captured fraction is f, and ν = n/L.

**2. The increment in logarithmic coordinates**

Put x = ln r and u_l = √(r1r2) y. Differentiating √r y twice gives r^(−3/2)(∂x²y − y/4), and l(l+1) + ¼ = L², so

[−½∂r² + l(l+1)/(2r²)] √r y = √r (L² − ∂x²)y/(2r²).

Let R = √(r1r2), X = ln R and t = x1 − x2. Then r1 = R e^(t/2), r2 = R e^(−t/2), and

v_l = e^(−L|t|)/R, u0(r1)u0(r2) = 4R² e^(−2R cosh(t/2)).

The source is a ridge along r1 = r2 of relative width 1/L. With ∂x1 = ½∂X + ∂t and ∂x2 = ½∂X − ∂t, the pair equation becomes Oy = −s, where

O = R^(−2)[cosh t (L² − ¼∂X² − ∂t²) + sinh t ∂X∂t] − (2/R)cosh(t/2) + 1

s = 4 e^(−L|t|) e^(−2R cosh(t/2)).

The volume element is dr1dr2 = R² dX dt, so 2L E_l = ∫ R⁴ s y dX dt. This is the stationary value of

J[y] = 2∫R⁴ s y dX dt + ∫R⁴ y O y dX dt,

because at the solution the second integral is −∫R⁴sy.

**3. Leading order**

On the ridge t is of order 1/L and ∂t of order L. The largest part of O is (L² − ∂t²)/R², and s → 4e^(−2R)e^(−L|t|). Since ρ(R) = 4R²e^(−2R),

y0 = −ρ(R) g(t), (L² − ∂t²)g = e^(−L|t|), g = (1 + L|t|)e^(−L|t|)/(2L²).

The two integrals needed are

∫ g e^(−L|t|) dt = (1/2L²)(1/L + 1/(2L)) = 3/(4L³)

∫ R²ρ² dX = 16∫R⁵e^(−4R)dR = 16·120/4096 = 15/32.

Therefore

E_l → −(1/2L)(15/32)(3/(4L³)) = −(45/256) L^(−4).

**4. First correction to the complete increment**

The next terms are smaller by L^(−2). Because J is stationary, its change is found by inserting y0 into the changed source and operator. Two more integrals occur:

∫ t² g e^(−L|t|) dt = ∫ g² dt = 5/(8L⁵)

∫ R³ρ² dX = 16∫R⁶e^(−4R)dR = 45/64.

The contributions to δJ, in units of L^(−5), are as follows.

(a) Source. Since cosh(t/2) ≈ 1 + t²/8, s gains the factor 1 − Rt²/4. Two negative signs combine:

2·¼·(45/64)(5/8) = 225/1024.

(b) The term (t²/2)(L² − ∂t²) from cosh t:

½·(15/32)(5/8) = 150/1024.

(c) All remaining terms contain ∫g²dt. From ∂Xρ = (2 − 2R)ρ follows ∂X²ρ = (4 − 10R + 4R²)ρ, so −¼∂X² gives −1 + 5R/2 − R². The term t∂X∂t gives −1 + R, because ∫t g g′ dt = −½∫g²dt. The nuclear attraction and the constant give −2R + R². The sum is −2 + 3R/2, weighted by R²ρ²:

(−2·15/32 + (3/2)·45/64)(5/8) = (15/128)(5/8) = 75/1024.

The total is δJ = 450/(1024L⁵). Dividing by 2L gives δE_l = +225/(1024L⁶), hence

E_l = −(45/256) L^(−4) [1 − 5/(4L²) + …].

The local exponent p = −d ln|E_l|/d ln L of the complete series is thus

p = 4 − 5/(2L²) + ….

This second-order series, when radially complete, approaches exponent 4 from below at large L, because its first correction has the opposite sign to the leading term. For this series an apparent exponent above 4 at large L needs another cause.

**5. How much n functions can capture**

Regard the source and the pair function as kernels of one-electron operators. With functions normalized in x, they are to leading order

W = ρ e^(−L|t|), U = −R²ρ g(t), 2L E_l = ∫∫ W U dx1 dx2.

Both vary slowly with X and rapidly with t. Fourier transformation in t, with wave number k, gives

e^(−L|t|) → 2L/(k² + L²), g → 2L/(k² + L²)².

The energy therefore has a density in the (X,k) plane:

e(X,k) = −(1/2L) R²ρ² · 4L²/(k² + L²)³ · 1/(2π).

In the semiclassical limit, n functions occupy an area 2πn of this plane. The pair operator is diagonal there to leading order, so confining the electrons to a region keeps the energy density inside it and loses the rest. The best region of given area holds the points of largest |e|: exchanging an inside point for an outside one could only lower the captured amount. With q = k/L and R²ρ² = 16w³, its boundary is

1 + q² = Λw, w(R) = R²e^(−4R/3),

where Λ sets the size. The area in (X,k) is L times that in (X,q), so

ν = n/L = (1/π) ∫ √(Λw − 1) dX,

taken where Λw > 1. The normalized density in (X,q) is w³(1 + q²)^(−3)/N, with

N = (3π/8)∫w³dX = (3π/8)(15/512).

Neither ν nor f depends on L separately. A fixed fraction therefore needs

n ≈ ν(f) L.

The ridge narrows as 1/L while the radial range it covers stays fixed, so the number of resolvable cells along the ridge grows as L. Numerical quadrature of these integrals gives

ν(90 %) = 0.550, ν(99 %) = 1.381, each uncertain by one unit in the last digit (0.5495 and 1.3805 to four places).

This is a leading-order law. The sharp boundary and the whole-number count can shift n by an amount of order one function, which matters at low l.

**6. Two limits of the captured fraction**

For small ν the region shrinks to the density maximum, at q = 0 and R = 3/2, where w³ = (3/2)⁶e^(−6). An area 2πν there gives

f ≈ 2πν (3/2)⁶e^(−6)/N = 5.14 ν.

For large ν put σ = √(Λw) = √Λ R e^(−2R/3). Without the −1 under the root, the integral for πν is

∫σ dX = √Λ ∫e^(−2R/3)dR = (3/2)√Λ.

The reduction comes from the two ends, where σ is of order one. Near R = 0, dX = dσ/σ, and the reduction is

∫₀¹dσ + ∫₁^∞[1 − √(1 − 1/σ²)]dσ = 1 + (π/2 − 1) = π/2.

At the outer end, R = Rc with σ = 1, one has |dX| = (dσ/σ)/(2R/3 − 1). Holding the slowly varying factor at Rc gives

ν = (3/2π)√Λ − b, b ≈ ½ + ½/(2Rc/3 − 1).

On the boundary the normalized density is Λ^(−3)/N. Enlarging the region by an area 2πdν therefore changes the missing fraction m = 1 − f by

dm = −(2π/N)Λ^(−3)dν = −(2π/N)(3/2π)⁶(ν + b)^(−6)dν.

Integration from ν to infinity, with the slow change of b neglected, gives

m ≈ C(ν + b)^(−5), C = (2π/5N)(3/2π)⁶ = 0.431.

The leading law is Cν^(−5), and b is its first correction. At ν = 99.6, √Λ ≈ 210 and Rc ≈ 11.7, so b ≈ 0.574. The corrected law predicts m/(Cν^(−5)) = (1 + 0.574/99.6)^(−5) ≈ 0.972, and direct quadrature gives 0.9716. Since b tends to ½ only logarithmically, the outer end remains visible even at this large ν.

**7. Why too few functions steepen the decay**

To leading order the computed increment is −(45/256)L^(−4)f(n/L). Let ε = d ln f/d ln ν. Differentiating with respect to ln L gives

p = 4 + ε(1 − d ln n/d ln L).

The region is filled in order of decreasing density, so f′ decreases with ν. With f(0) = 0 this means f(ν) = ∫₀^ν f′ > νf′(ν), and hence 0 < ε < 1. Three choices of n follow.

- Fixed n: p = 4 + ε, between 4 and 5. It tends to 5 when n/L becomes small.
- n proportional to L: p = 4, but the amplitude is too small by the constant factor f.
- n falling with l: d ln n/d ln L is negative, and p can exceed 5.

An exponent near 4 is therefore no proof of radial saturation, and a larger one need not belong to the atom.

**8. Worked numbers: growth of n**

The pair equation was solved for l = 1 to 24 with sinc functions on a uniform grid in ln r. At l = 10 the increment is −1.430×10⁻⁵ hartree, 0.9890 of the limiting law. This gives L²(1 − 0.9890) = 1.21 with the unrounded ratio, against the limiting coefficient 5/4; a difference of order L^(−2) is expected.

Finite radial spaces were built from the leading eigenvectors of −(WU + UW)/2, whose phase-space density is proportional to |e|, and the second-order problem was solved again in each space. Direct optimization of the functions in five cases, with n from 1 to 6, raised the captured fraction by at most 0.013 of E_l. The counts below belong to the constructed spaces and are upper bounds for the best functions; the optimization was not carried out at the larger n and l of the list, so the size of the gap there was not measured. Fractional counts are interpolated.

- l = 4: 2.84 functions for 90 %, 6.96 for 99 %
- l = 8: 4.95 and 12.28
- l = 16: 9.31 and 23.22
- l = 24: 13.69 and 34.20

From l = 8 to 24 the growth per unit l is

90 %: (13.69 − 4.95)/16 = 0.546, estimate 0.550

99 %: (34.20 − 12.28)/16 = 1.370, estimate 1.381.

The slopes agree within 1 %. The grid misses about 3×10⁻⁵ of the increment at l = 24; measured against the converged increment, the 99 % count there rises by about 0.03, to 34.23, and the slope to 1.372. The counts lie slightly above νL: at l = 24 the 99 % estimate is 1.381·24.5 = 33.8, against 34.2. In whole functions of the constructed spaces, 99 % takes 7 at l = 4 and 35 at l = 24; the best functions need at most these numbers.

**9. Worked numbers: false exponents**

Between l = 10 and l = 22 the complete increments give p = 3.989. Six functions of the constructed spaces of section 8 capture 0.8989 at l = 10 and 0.7015 at l = 22 (lower bounds for the best six functions), which adds

ln(0.8989/0.7015)/ln(22.5/10.5) = 0.248/0.762 = 0.325

and gives p = 4.314. The semiclassical f also gives an addition of 0.325. Agreement to three digits is partly accidental: at ν = 6/10.5 = 0.571, above ν(90 %) = 0.550, the semiclassical fraction exceeds 0.90 while that of the constructed space is 0.8989; the semiclassical fraction is too high by a similar factor at l = 22, so the errors largely cancel in the ratio. The program requires agreement only within 0.1. With n = 2L/3, that is 7 and 15 functions of the constructed spaces, the fractions are 0.926 and 0.930 and p = 3.983. The exponent is nearly right although about 7 % of each increment is missing.

Now take the triangular pattern n = 6 − l, as in correlation basis sets that drop one function for each step in l. With optimized functions the last two members are

l = 4, n = 2: fraction 0.831, increment −3.376×10⁻⁴ hartree

l = 5, n = 1: fraction 0.550, increment −1.017×10⁻⁴ hartree.

Their apparent exponent is

p = ln(3.376/1.017)/ln(5.5/4.5) = 1.200/0.2007 = 5.98.

The complete increments at the same two l give 3.918. With 20 functions at each l the exponent is 3.919, so the excess comes from the missing radial functions.

The error carries over to the extrapolated tail. A power law through the last increment gives

tail = E_5 Σ_(l≥6) (5.5/L)^p.

With the triangular increment and p = 5.98 this is −0.705×10⁻⁴ hartree. The true tail, from the computed increments up to l = 24 and the limiting law beyond, is −2.625×10⁻⁴ hartree. The extrapolation recovers 27 % of it. This figure refers to a power law in l through the increments of one basis, not to extrapolation over a sequence of growing basis sets.

Two faults multiply. Keeping the undersaturated l = 5 increment but imposing p = 4 gives −1.417×10⁻⁴ hartree, 54 % of the true tail. The false exponent then reduces this by a further factor 0.705/1.417 = 0.50. Imposing the correct exponent thus repairs only part of the error; the last increment must also be radially saturated.

**10. Range of validity**

The linear law needs L large enough for the ridge to be narrow compared with the scale on which ρ changes. The terms −2/R + 1 in O must also be small beside L²/R², so R² − 2R must be small beside L² throughout the region counted. At fixed L this limits how far the large-ν law of section 6 can be followed. The values of ν(f), C and b belong to the hydrogenic 1s² density; a smooth density of another shape changes w and, in general, these numbers, but not the counting of cells along the ridge. A mere change of length scale only shifts X and leaves the numbers as they are. The estimate also concerns the best functions for each l. A basis with the same n but other functions captures at most as much, so it needs at least as many functions for a given fraction.
